# Why the 4s Pair Makes the Hyperfine Coupling of Neutral Manganese Small: a numerical check

```python
"""Contact hyperfine coupling of neutral Mn (3d5 4s2) and Mn2+ (3d5).
Result under test: in unrestricted Hartree-Fock (UHF) the positive 4s term
cancels most of the negative inner-shell term. A is the coupling in MHz for
H = A I.S, rho the spin density at the nucleus in a0^-3, S = 5/2.
Nonrelativistic, point nucleus; radial orbitals P(r) = r R(r).
Each spin has only filled subshells, so all densities are spherical.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

Z = 25
G_NUC = 1.38       # rounded nuclear g factor of 55Mn, an input
TWO_S = 5


def even_tempered(low, high, count):
    return np.geomspace(low, high, count)


def one_electron(l, exps, charge):
    """Overlap, kinetic + nuclear matrix, and norms of r^l exp(-a r^2)."""
    q = l + 1.5
    norm = np.sqrt(2 * (2 * exps) ** q / gamma(q))
    p = exps[:, None] + exps[None, :]
    nn = np.outer(norm, norm)
    overlap = nn * 0.5 * gamma(q) * p ** (-q)
    kinetic = overlap * np.outer(exps, exps) / p * (2 * l + 3)
    nuclear = -charge * nn * 0.5 * gamma(l + 1) * p ** (-(l + 1.0))
    return overlap, kinetic + nuclear, norm


EXPS = [even_tempered(0.02, 3e7, 26), even_tempered(0.08, 5e3, 13),
        even_tempered(0.06, 120.0, 9)]
ONE = [one_electron(l, EXPS[l], Z) for l in range(3)]
OVL = [o[0] for o in ONE]
HCORE = [o[1] for o in ONE]
NORM = [o[2] for o in ONE]

# Logarithmic grid; the diagonal factor corrects the kink of the kernel.
step = 0.025
r = np.exp(np.arange(np.log(2e-6), np.log(40.0), step))
w = step * r
BAS = [NORM[l] * r[:, None] ** (l + 1) * np.exp(-np.outer(r**2, EXPS[l]))
       for l in range(3)]
BASW = [b * w[:, None] for b in BAS]
r_small = np.minimum.outer(r, r)
r_large = np.maximum.outer(r, r)


def coulomb_kernel(k):
    kern = (r_small / r_large) ** k / r_large
    kern[np.diag_indices(len(r))] *= 1 - step * (2 * k + 1) / 12
    return kern


KER = [coulomb_kernel(k) for k in range(5)]
XKER = [[sum((2 * m + 1) * float(wigner_3j(l, k, m, 0, 0, 0) ** 2) * KER[k]
             for k in range(abs(l - m), l + m + 1, 2))
         for m in range(3)] for l in range(3)]


def build_fock(occ_orb):
    """Fock blocks [spin][l] from occupied coefficients [spin][l]."""
    rad = [[BAS[l] @ occ_orb[s][l] for l in range(3)] for s in range(2)]
    dens = sum((2 * l + 1) * np.sum(rad[s][l] ** 2, axis=1)
               for s in range(2) for l in range(3))
    pot = KER[0] @ (w * dens)
    direct = [BASW[l].T @ (pot[:, None] * BAS[l]) for l in range(3)]
    fock = []
    for s in range(2):
        blocks = []
        for l in range(3):
            ex = np.zeros_like(KER[0])
            for m in range(3):
                if rad[s][m].shape[1]:
                    ex += (rad[s][m] @ rad[s][m].T) * XKER[l][m]
            blocks.append(HCORE[l] + direct[l] - BASW[l].T @ ex @ BASW[l])
        fock.append(blocks)
    return fock


def inv_sqrt(mat):
    val, vec = np.linalg.eigh(mat)
    return (vec / np.sqrt(val)) @ vec.T


ORTH = [inv_sqrt(m) for m in OVL]


def diagonalize(fock_block, l):
    val, vec = np.linalg.eigh(ORTH[l] @ fock_block @ ORTH[l])
    return val, ORTH[l] @ vec


def solve_uhf(occ, charge_left):
    """Self-consistent UHF with fixed subshell occupations occ[spin][l]."""
    screen = 1 / (3.0 * np.expm1(r / 0.9) + 1)
    pot = (Z - charge_left) * (1 - screen) / r
    guess = [HCORE[l] + BASW[l].T @ (pot[:, None] * BAS[l]) for l in range(3)]
    fock = [guess, guess]
    old_f, old_e = [], []
    for _ in range(100):
        orb = [[diagonalize(fock[s][l], l)[1][:, :occ[s][l]]
                for l in range(3)] for s in range(2)]
        new = build_fock(orb)
        err, energy = [], 0.0
        for s in range(2):
            for l in range(3):
                den = orb[s][l] @ orb[s][l].T
                fds = new[s][l] @ den @ OVL[l]
                err.append((ORTH[l] @ (fds - fds.T) @ ORTH[l]).ravel())
                energy += 0.5 * (2 * l + 1) * np.sum(
                    den * (HCORE[l] + new[s][l]))
        err = np.concatenate(err)
        if np.max(np.abs(err)) < 1e-6:
            return energy, new, orb
        old_f = (old_f + [new])[-8:]
        old_e = (old_e + [err])[-8:]
        n = len(old_e)
        mat = np.ones((n + 1, n + 1))
        mat[n, n] = 0.0
        gram = np.array([[a @ b for b in old_e] for a in old_e])
        mat[:n, :n] = gram / gram[-1, -1]
        rhs = np.zeros(n + 1)
        rhs[n] = 1.0
        c = np.linalg.lstsq(mat, rhs, rcond=None)[0][:n]
        fock = [[sum(c[i] * old_f[i][s][l] for i in range(n))
                 for l in range(3)] for s in range(2)]
    raise AssertionError("UHF did not converge")


def at_nucleus(coef):
    return NORM[0] @ coef / np.sqrt(4 * np.pi)


def shell_terms(fock, count):
    up = at_nucleus(diagonalize(fock[0][0], 0)[1][:, :count])
    down = at_nucleus(diagonalize(fock[1][0], 0)[1][:, :count])
    return up**2 - down**2


# Conversion of spin density to coupling, tested on the one-electron 1s case.
bohr = const.physical_constants["Bohr radius"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
mu_n = const.physical_constants["nuclear magneton"][0]
g_e = abs(const.physical_constants["electron g factor"][0])
g_p = const.physical_constants["proton g factor"][0]
per_g = 2 / 3 * const.mu_0 * g_e * mu_b * mu_n / (const.h * bohr**3) / 1e6
ratio = const.m_e / const.m_p
hartree_mhz = 2 * const.Rydberg * const.c / 1e6
atomic_form = 2 / 3 * g_e * g_p * ratio * const.alpha**2 * hartree_mhz
assert abs(per_g * g_p / np.pi / atomic_form - 1) < 1e-6
mhz = per_g * G_NUC / TWO_S

# The Gaussian set must reproduce the contact density of a bare 1s orbital.
bare = at_nucleus(diagonalize(HCORE[0], 0)[1][:, 0]) ** 2
basis_ratio = bare / (Z**3 / np.pi)
assert abs(basis_ratio - 1) < 0.015

e_atom, f_atom, orb_atom = solve_uhf([[4, 2, 1], [4, 2, 0]], 1)
e_ion, f_ion, orb_ion = solve_uhf([[3, 2, 1], [3, 2, 0]], 3)
atom = shell_terms(f_atom, 4)
ion = shell_terms(f_ion, 3)
inner = atom[:3].sum()

# Independent three-dimensional integrals for the neutral atom.
basis = [[l, [float(a), 1.0]] for l in range(3) for a in EXPS[l]]
mol = gto.M(atom="Mn 0 0 0", basis={"Mn": basis}, spin=5, verbose=0)
loc = mol.ao_loc_nr()
index = [np.zeros(len(EXPS[l]), dtype=int) for l in range(3)]
for sh in range(mol.nbas):
    l = mol.bas_angular(sh)
    which = np.argmin(np.abs(np.log(EXPS[l] / mol.bas_exp(sh)[0])))
    index[l][which] = loc[sh]
dm = np.zeros((2, mol.nao_nr(), mol.nao_nr()))
for s in range(2):
    for l in range(3):
        den = orb_atom[s][l] @ orb_atom[s][l].T
        for m in range(2 * l + 1):
            dm[s][np.ix_(index[l] + m, index[l] + m)] = den
mf = scf.UHF(mol)
h3d = mf.get_hcore()
veff = mf.get_veff(mol, dm)
e_check = mf.energy_tot(dm, h3d, veff)
f_check = h3d + np.asarray(veff)
s_idx = np.ix_(index[0], index[0])
check = shell_terms([[f_check[0][s_idx]], [f_check[1][s_idx]]], 4)
assert abs(e_check - e_atom) < 1e-3
assert np.max(np.abs(check - atom)) < 5e-3

# First-order response of each s shell to the spin-dependent field.
mean_e, mean_c = diagonalize((f_atom[0][0] + f_atom[1][0]) / 2, 0)
phi = at_nucleus(mean_c)
delta = mean_c.T @ ((f_atom[0][0] - f_atom[1][0]) / 2) @ mean_c
p3d = BAS[2] @ orb_atom[0][2][:, 0]
k3d = BASW[0].T @ (np.outer(p3d, p3d) * XKER[0][2]) @ BASW[0]
delta_3d = -0.5 * mean_c.T @ k3d @ mean_c
edges = [0.0, 0.5, 1.0, 2.0, 50.0]
first, empty_only, direct_3d, windows = [], [], [], []
for n in range(4):
    others = np.arange(len(mean_e)) != n
    weight = np.zeros(len(mean_e))
    weight[others] = phi[others] / (mean_e[n] - mean_e[others])
    first.append(4 * phi[n] * weight @ delta[:, n])
    empty_only.append(4 * phi[n] * weight[4:] @ delta[4:, n])
    direct_3d.append(4 * phi[n] * weight @ delta_3d[:, n])
    response = BAS[0] @ (mean_c @ weight)
    source = -0.5 * p3d * (KER[2] @ (w * p3d * (BAS[0] @ mean_c[:, n])))
    piece = 4 * phi[n] * response * source * w
    windows.append([piece[(r >= a) & (r < b)].sum()
                    for a, b in zip(edges[:-1], edges[1:])])
first, empty_only = np.array(first), np.array(empty_only)
direct_3d, windows = np.array(direct_3d), np.array(windows)
# Even orders cancel between the spins; third order remains in the gap.
assert np.all(np.abs(first - atom) < 0.15 * np.abs(atom) + 0.02)
assert np.allclose(windows.sum(axis=1), direct_3d, atol=1e-4)


def mean_radius(coef):
    return np.sum((BAS[0] @ coef) ** 2 * r * w)


radii = np.array([[mean_radius(orb_atom[s][0][:, n]) for s in range(2)]
                  for n in range(4)])
r3d = np.sum(p3d**2 * r * w)

# Physical claims.
assert atom[1] < 0 < atom[2] and ion[1] < 0 < ion[2]
assert inner < 0 < atom[3] and ion.sum() < 0
assert atom[3] > 0.5 * abs(inner)
assert abs(atom.sum()) < 0.5 * abs(ion.sum())
assert abs(inner - ion.sum()) < 0.3 * abs(ion.sum())
assert radii[1, 0] > radii[1, 1] and radii[3, 0] < radii[3, 1]
assert radii[1].mean() < r3d < radii[3].mean()
assert direct_3d[1] < 0 < direct_3d[3]

# Model: 1s orbital, unit charge, weak attraction -lam*delta(r-R).
lam = 0.01


def model_g(x):
    return x + np.log(x) - 0.5 / x - (2.5 - np.euler_gamma - np.log(2))


def model_change(x):
    return -8 * lam * x**2 * np.exp(-2 * x) * model_g(x)


m_exps = even_tempered(0.02, 1e5, 24)
m_ovl, m_h, m_norm = one_electron(0, m_exps, 1)


def model_density(strength, x):
    value = m_norm * x * np.exp(-m_exps * x**2)
    vec = eigh(m_h - strength * np.outer(value, value), m_ovl)[1][:, 0]
    return (m_norm @ vec) ** 2 / (4 * np.pi)


model_rows = []
for x in (0.5, 3.0):
    numeric = (model_density(lam, x) - model_density(-lam, x)) / (
        2 * model_density(0.0, x))
    assert abs(numeric / model_change(x) - 1) < 0.02
    model_rows.append((x, model_g(x), 100 * model_change(x), 100 * numeric))
crossing = brentq(model_g, 0.5, 3.0)

names = ["1s", "2s", "3s", "4s"]
print(f"input nuclear g factor of 55Mn (rounded): {G_NUC:.2f}")
print(f"A per unit spin density, S=5/2: {mhz:.2f} MHz a0^3")
print(f"bare 1s contact density, basis/exact: {basis_ratio:.4f}")
print(f"UHF energy Mn: {e_atom:.4f} hartree; PySCF: {e_check:.4f} hartree")
print(f"UHF energy Mn2+: {e_ion:.4f} hartree")
for n in range(3):
    print(f"Mn2+ {names[n]} term: {mhz * ion[n]:.1f} MHz")
print(f"Mn2+ total A: {mhz * ion.sum():.1f} MHz")
for n in range(4):
    print(f"Mn {names[n]} term: {mhz * atom[n]:.1f} MHz")
print(f"Mn inner sum 1s+2s+3s: {mhz * inner:.1f} MHz")
print(f"Mn total A: {mhz * atom.sum():.1f} MHz")
print(f"Mn total A from PySCF integrals: {mhz * check.sum():.1f} MHz")
print(f"4s term / |inner sum|: {atom[3] / abs(inner):.3f}")
print(f"inner change, Mn minus Mn2+: {mhz * (inner - ion.sum()):.1f} MHz")
print("First order in Mn, MHz: all | empty levels only | direct 3d exchange")
for n in range(4):
    print(f"  {names[n]}: {mhz * first[n]:.1f} | "
          f"{mhz * empty_only[n]:.1f} | {mhz * direct_3d[n]:.1f}")
print(f"  sum: {mhz * first.sum():.1f} | {mhz * empty_only.sum():.1f} | "
      f"{mhz * direct_3d.sum():.1f}")
print("Direct 3d term by source radius, MHz: 0-0.5 | 0.5-1 | 1-2 | >2 a0")
for n in range(4):
    print(f"  {names[n]}: " + " | ".join(f"{mhz * v:.1f}" for v in windows[n]))
print("Mean radius in Mn, a0: spin up | spin down")
for n in range(4):
    print(f"  {names[n]}: {radii[n, 0]:.5f} | {radii[n, 1]:.5f}")
print(f"  3d: {r3d:.4f} (spin up only)")
print(f"model strength lambda: {lam:.2f} hartree a0")
print(f"model sign-change radius: {crossing:.4f} a0")
for x, g, formula, numeric in model_rows:
    print(f"model R={x:.1f} a0: g={g:.4f}, density change "
          f"{formula:.4f} % (formula), {numeric:.4f} % (diagonalized)")
print("done: every assertion held")
```

Running it gives:

```
input nuclear g factor of 55Mn (rounded): 1.38
A per unit spin density, S=5/2: 220.87 MHz a0^3
bare 1s contact density, basis/exact: 0.9973
UHF energy Mn: -1149.8631 hartree; PySCF: -1149.8631 hartree
UHF energy Mn2+: -1149.1039 hartree
Mn2+ 1s term: -15.5 MHz
Mn2+ 2s term: -615.4 MHz
Mn2+ 3s term: 294.9 MHz
Mn2+ total A: -336.0 MHz
Mn 1s term: -7.0 MHz
Mn 2s term: -589.8 MHz
Mn 3s term: 290.7 MHz
Mn 4s term: 253.0 MHz
Mn inner sum 1s+2s+3s: -306.1 MHz
Mn total A: -53.1 MHz
Mn total A from PySCF integrals: -53.1 MHz
4s term / |inner sum|: 0.827
inner change, Mn minus Mn2+: 29.9 MHz
First order in Mn, MHz: all | empty levels only | direct 3d exchange
  1s: -7.0 | 9.3 | -18.4
  2s: -589.8 | -291.3 | -550.5
  3s: 290.7 | -31.0 | 239.9
  4s: 254.3 | 261.1 | 143.8
  sum: -51.9 | -51.9 | -185.2
Direct 3d term by source radius, MHz: 0-0.5 | 0.5-1 | 1-2 | >2 a0
  1s: -18.4 | -0.0 | 0.0 | -0.0
  2s: -268.0 | -275.7 | -6.8 | -0.0
  3s: 355.7 | 437.6 | -533.0 | -20.3
  4s: 11.7 | -0.5 | 111.6 | 21.0
Mean radius in Mn, a0: spin up | spin down
  1s: 0.06153 | 0.06153
  2s: 0.28116 | 0.28019
  3s: 0.85898 | 0.86205
  4s: 3.19732 | 3.58634
  3d: 1.1298 (spin up only)
model strength lambda: 0.01 hartree a0
model sign-change radius: 1.3253 a0
model R=0.5 a0: g=-2.4228, density change 1.7826 % (formula), 1.7904 % (diagonalized)
model R=3.0 a0: g=2.7023, density change -0.4823 % (formula), -0.4826 % (diagonalized)
done: every assertion held
```
